# Post-breakdown oxide current with series resistance from the Lambert function: a numerical check

```python
"""Diode-like post-breakdown current with series resistance.

Result under test: the law  I = I0*(exp(alpha*(V - I*R)) - 1)
has the explicit solution   I = W(x)/(alpha*R) - I0,
    x = alpha*R*I0*exp(alpha*(V + I0*R)),  W = Lambert function.
V: applied voltage (V), I: current (A), R: series resistance (ohm),
I0: current scale (A), alpha: exponential slope (1/V).
Also tested: ohmic start, exponential range, high-current range.
The reference current is a numerical root of the voltage loop
    v + R*I0*(exp(alpha*v) - 1) = V,   v = V - I*R,
which makes no use of the Lambert function.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import lambertw, wrightomega


def loop_drop(V, I0, alpha, R):
    """Voltage v across the diode-like element, by root finding."""
    if V == 0:
        return 0.0

    def excess(v):
        return v + R * I0 * np.expm1(alpha * v) - V

    if V > 0:
        low, high = 0.0, min(V, np.log1p(V / (R * I0)) / alpha)
    else:
        low, high = V, 0.0
    return brentq(excess, low, high, xtol=1e-15, rtol=1e-15)


def loop_current(V, I0, alpha, R):
    return I0 * np.expm1(alpha * loop_drop(V, I0, alpha, R))


def log_argument(V, I0, alpha, R):
    z0 = alpha * R * I0
    return np.log(z0) + z0 + alpha * V


def lambert_current(V, I0, alpha, R):
    x = alpha * R * I0 * np.exp(alpha * (V + I0 * R))
    return lambertw(x).real / (alpha * R) - I0


def omega_w(V, I0, alpha, R):
    """Solution w of w + ln(w) = ln(x), safe against overflow."""
    return float(np.real(wrightomega(log_argument(V, I0, alpha, R))))


def slope_numeric(V, pars, h=1e-4):
    return (loop_current(V + h, *pars)
            - loop_current(V - h, *pars)) / (2 * h)


# Example parameters: round values for a limited oxide breakdown
I0, alpha, R = 1e-9, 6.0, 2e4
pars = (I0, alpha, R)
z0 = alpha * R * I0
V_top = 3.0
V_low = 0.8

# Explicit solution against the loop root, several regimes
strong = (1e-5, 3.0, 1e5)          # z0 > 1: no exponential range
worst = 0.0
for p in (pars, (1e-7, 4.0, 1e3), strong):
    for V in (-1.0, 0.01, 0.5, 2.0, 8.0):
        ref = loop_current(V, *p)
        for value in (lambert_current(V, *p),
                      omega_w(V, *p) / (p[1] * p[2]) - p[0]):
            err = abs(value - ref) / (abs(ref) + p[0])
            worst = max(worst, err)
assert worst < 1e-10
# Far beyond the overflow of exp, the logarithmic form still works
big = omega_w(1000.0, *pars) / (alpha * R) - I0
assert abs(big / loop_current(1000.0, *pars) - 1) < 1e-10
# With z0 > 1 the slope is near its final value from the start
z_strong = strong[0] * strong[1] * strong[2]
assert (slope_numeric(0.01, strong) * strong[2]
        > z_strong / (1 + z_strong))

# First and second derivatives against finite differences
for V in (0.3, 0.8, 1.5, 2.0, 3.0):
    w = omega_w(V, *pars)
    s = slope_numeric(V, pars)
    assert abs(s * R * (1 + w) / w - 1) < 1e-5
    h = 2e-3
    second = (loop_current(V + h, *pars)
              - 2 * loop_current(V, *pars)
              + loop_current(V - h, *pars)) / h**2
    formula = alpha / R * w / (1 + w)**3
    assert abs(second / formula - 1) < 1e-3
    log_slope = s / (loop_current(V, *pars) + I0)
    assert abs(log_slope * (1 + w) / alpha - 1) < 1e-5

# Half-slope point
V_half = (1 - z0 - np.log(z0)) / alpha
I_half = 1 / (alpha * R) - I0
assert abs(slope_numeric(V_half, pars) * R - 0.5) < 1e-5
assert abs(loop_current(V_half, *pars) / I_half - 1) < 1e-9

# Ohmic start, also where R matters for it
for p in (pars, strong):
    V = 1e-6
    ohmic = p[1] * p[0] * V / (1 + p[0] * p[1] * p[2])
    assert abs(loop_current(V, *p) / ohmic - 1) < 1e-5


def bare_current(V):
    return I0 * np.expm1(alpha * V)


# Low-current bound and the leading size of the deficit
for V in np.linspace(0.05, 3.0, 40):
    q = alpha * R * (bare_current(V) + I0)
    deficit = 1 - loop_current(V, *pars) / bare_current(V)
    assert -1e-12 <= deficit <= q / (1 + q) + 1e-12
q_small = 1e-4
R_small = q_small / (alpha * (bare_current(V_low) + I0))
deficit = 1 - (loop_current(V_low, I0, alpha, R_small)
               / bare_current(V_low))
assert abs(deficit / q_small - 1) < 1e-3

# High-current bounds and expansion, w taken from the loop root
for L in (1.5, 3.0, 5.0, 10.0, 100.0, 1000.0):
    V = (L - np.log(z0) - z0) / alpha
    w = alpha * R * (loop_current(V, *pars) + I0)
    lnL = np.log(L)
    assert L - lnL <= w <= L - np.log(L - lnL)
    if L >= 5:
        assert abs(w - (L - lnL + lnL / L)) < (lnL / L)**2

# The drop grows by ln(10)/alpha per decade of very large V
growth = loop_drop(1e5, *pars) - loop_drop(1e4, *pars)
assert abs(growth * alpha / np.log(10) - 1) < 1e-3
assert loop_current(1e5, *pars) * R / 1e5 > 0.999

# Limits of the purely exponential range, 10 percent criterion
V_start = brentq(
    lambda V: I0 * np.exp(alpha * V) / bare_current(V) - 1.1,
    0.05, 2.0)
V_end = brentq(
    lambda V: bare_current(V) / loop_current(V, *pars) - 1.1,
    0.3, 2.5)
decades = np.log10(loop_current(V_end, *pars)
                   / loop_current(V_start, *pars))

print("INPUTS (round model values)")
print(f"I0 = {I0*1e9:.1f} nA, alpha = {alpha:.1f} 1/V")
print(f"R = {R/1e3:.1f} kohm, z0 = alpha*R*I0 = {z0:.2e}")
print(f"largest relative error of explicit law = {worst:.1e}")
print("SWEEP: V (V), I (uA), bare diode Id (uA), v (V),"
      " w, R*dI/dV")
for V in (0.2, 0.5, 0.8, 1.0, 1.5, 2.0, 2.5, 3.0):
    I = loop_current(V, *pars)
    w = omega_w(V, *pars)
    print(f"{V:.1f}  {I*1e6:.5g}  {bare_current(V)*1e6:.5g}  "
          f"{loop_drop(V, *pars):.4f}  {w:.5f}  {w/(1+w):.4f}")

print("LOW CURRENT")
I_low = loop_current(V_low, *pars)
q = alpha * R * (bare_current(V_low) + I0)
print(f"at {V_low:.1f} V: deficit 1-I/Id = "
      f"{100*(1-I_low/bare_current(V_low)):.3f} %")
print(f"at {V_low:.1f} V: q = {q:.5f}, "
      f"bound q/(1+q) = {100*q/(1+q):.3f} %")
print(f"ohmic start: conductance = {alpha*I0/(1+z0)*1e9:.3f} nS")
print(f"exponential within 10 %: from {V_start:.3f} V "
      f"to {V_end:.3f} V")
print(f"current span of that range = {decades:.2f} decades")
print(f"half-slope point: V = {V_half:.4f} V, "
      f"I = {I_half*1e6:.3f} uA")

print("HIGH CURRENT")
I_top = loop_current(V_top, *pars)
v_top = loop_drop(V_top, *pars)
L = log_argument(V_top, *pars)
lnL = np.log(L)
w_low, w_high = L - lnL, L - np.log(L - lnL)
w_exp = L - lnL + lnL / L
print(f"at {V_top:.1f} V: L = {L:.4f}, ln L = {lnL:.4f}")
print(f"bounds on w: {w_low:.4f} and {w_high:.4f}")
print(f"bounds on I: {(w_low/(alpha*R)-I0)*1e6:.3f} and "
      f"{(w_high/(alpha*R)-I0)*1e6:.3f} uA")
print(f"expansion: w = {w_exp:.4f}, "
      f"I = {(w_exp/(alpha*R)-I0)*1e6:.3f} uA")
print(f"V/R = {V_top/R*1e6:.2f} uA, I*R/V = {I_top*R/V_top:.4f}")
intercepts = []
for V in (2.0, 2.5, 3.0):
    cut = V - loop_current(V, *pars) / slope_numeric(V, pars)
    intercepts.append(cut)
    print(f"tangent at {V:.1f} V meets I = 0 at {cut:.4f} V")
assert intercepts[0] < intercepts[1] < intercepts[2]
print(f"growth of v per decade of very large V = "
      f"{np.log(10)/alpha:.4f} V")

print("NEGLECTED EFFECTS (rough material values)")
T = 300.0
thermal = const.e / (const.k * T)
print(f"e/kT at {T:.0f} K = {thermal:.2f} 1/V, "
      f"ratio to alpha = {thermal/alpha:.2f}")

# Tunnelling through the intact oxide, trapezoidal barrier
t_ox, barrier, mass_ratio, area = 4e-9, 3.1, 0.4, 100e-12
field = V_top / t_ox


def decay(x):
    height = max(barrier - field * x, 0.0) * const.e
    return np.sqrt(2 * mass_ratio * const.m_e * height) / const.hbar


exponent = 2 * quad(decay, 0, t_ox)[0]
prefactor = (const.e**2 * field**2
             / (8 * np.pi * const.h * barrier * mass_ratio))
prefactor /= (1 - np.sqrt(max(1 - V_top / barrier, 0.0)))**2
I_tunnel = prefactor * np.exp(-exponent) * area
assert I_tunnel < 1e-3 * I_top
print(f"oxide {t_ox*1e9:.1f} nm, barrier {barrier:.1f} eV, "
      f"mass {mass_ratio:.1f} m_e, area {area*1e12:.0f} um2")
print(f"oxide field at {V_top:.1f} V = {field/1e8:.2f} MV/cm")
print(f"WKB exponent = {exponent:.1f}, "
      f"intact-oxide current = {I_tunnel:.1e} A")

# Ceiling for one fully open spin-degenerate channel
G0 = 2 * const.e**2 / const.h
print(f"one open channel: G0 = {G0*1e6:.2f} uS, "
      f"G0*v = {G0*v_top*1e6:.1f} uA")
print(f"I/(G0*v) at {V_top:.1f} V = {I_top/(G0*v_top):.3f}")

# Self-heating: hemispherical source in silicon, all power in it
kappa, free_path = 150.0, 40e-9
print(f"silicon: kappa = {kappa:.0f} W/(m K), "
      f"phonon free path = {free_path*1e9:.0f} nm")
print(f"total power at {V_top:.1f} V = {I_top*V_top*1e6:.1f} uW")
for radius in (5e-9, 30e-9):
    diffusive = 1 / (2 * np.pi * kappa * radius)
    ballistic = (4 * free_path
                 / (3 * kappa * 2 * np.pi * radius**2))
    rises = [loop_current(V, *pars) * V * (diffusive + ballistic)
             for V in (V_low, V_top)]
    print(f"heated radius {radius*1e9:.0f} nm: rise {rises[0]:.2g} K"
          f" at {V_low:.1f} V, {rises[1]:.2g} K at {V_top:.1f} V")

# Response of the current to drifting parameters
changes = []
for V in (V_low, V_top):
    base = loop_current(V, *pars)
    by_I0 = 100 * (loop_current(V, 2 * I0, alpha, R) / base - 1)
    by_R = 100 * (loop_current(V, I0, alpha, 1.2 * R) / base - 1)
    changes.append((by_I0, by_R))
    print(f"at {V:.1f} V: I0 doubled {by_I0:+.2f} %, "
          f"R up 20 % {by_R:+.2f} %")
assert changes[0][0] > changes[1][0]
assert abs(changes[0][1]) < abs(changes[1][1])

print("finished without a failed check")
```

Output:

```
INPUTS (round model values)
I0 = 1.0 nA, alpha = 6.0 1/V
R = 20.0 kohm, z0 = alpha*R*I0 = 1.20e-04
largest relative error of explicit law = 1.7e-15
SWEEP: V (V), I (uA), bare diode Id (uA), v (V), w, R*dI/dV
0.2  0.0023192  0.0023201  0.2000  0.00040  0.0004
0.5  0.01904  0.019086  0.4996  0.00240  0.0024
0.8  0.11879  0.12051  0.7976  0.01437  0.0142
1.0  0.38425  0.40243  0.9923  0.04623  0.0442
1.5  4.6415  8.1021  1.4072  0.55710  0.3578
2.0  18.239  162.75  1.6352  2.18876  0.6864
2.5  37.281  3269  1.7544  4.47385  0.8173
3.0  58.523  65660  1.8295  7.02292  0.8754
LOW CURRENT
at 0.8 V: deficit 1-I/Id = 1.427 %
at 0.8 V: q = 0.01458, bound q/(1+q) = 1.437 %
ohmic start: conductance = 5.999 nS
exponential within 10 %: from 0.400 V to 1.129 V
current span of that range = 1.90 decades
half-slope point: V = 1.6713 V, I = 8.332 uA
HIGH CURRENT
at 3.0 V: L = 8.9721, ln L = 2.1941
bounds on w: 6.7780 and 7.0584
bounds on I: 56.482 and 58.819 uA
expansion: w = 7.0225, I = 58.520 uA
V/R = 150.00 uA, I*R/V = 0.3902
tangent at 2.0 V meets I = 0 at 1.4686 V
tangent at 2.5 V meets I = 0 at 1.5877 V
tangent at 3.0 V meets I = 0 at 1.6629 V
growth of v per decade of very large V = 0.3838 V
NEGLECTED EFFECTS (rough material values)
e/kT at 300 K = 38.68 1/V, ratio to alpha = 6.45
oxide 4.0 nm, barrier 3.1 eV, mass 0.4 m_e, area 100 um2
oxide field at 3.0 V = 7.50 MV/cm
WKB exponent = 31.3, intact-oxide current = 2.8e-12 A
one open channel: G0 = 77.48 uS, G0*v = 141.8 uA
I/(G0*v) at 3.0 V = 0.413
silicon: kappa = 150 W/(m K), phonon free path = 40 nm
total power at 3.0 V = 175.6 uW
heated radius 5 nm: rise 0.24 K at 0.8 V, 4.3e+02 K at 3.0 V
heated radius 30 nm: rise 0.0093 K at 0.8 V, 17 K at 3.0 V
at 0.8 V: I0 doubled +97.22 %, R up 20 % -0.28 %
at 3.0 V: I0 doubled +8.68 %, R up 20 % -14.77 %
finished without a failed check
```
